Hyperfine tensor and covalency of a d_x²−y² hole in copper(II), part 1

(Sections cited here and not found follow in the second part.)

**Hyperfine tensor of a d_x²−y² hole, and what it says about covalency in copper(II)**

**1. What symmetry and dimensions allow**

The system is a d⁹ ion in a tetragonal site (point group D4h, fourfold axis z, ligands on ±x and ±y). The one vacancy of the d shell sits in d_x²−y². The ground level is a Kramers doublet, well separated from all other levels, and its response to a field B and to the nuclear spin I is to be written as

H = μ_B B·g·S + S·A·I, S = 1/2.

The interaction of the electrons with the nuclear moment has the form Σ_j N_j I_j, where N is an electronic operator. Inside a doublet any operator is a combination of the unit matrix and the three Pauli matrices. N is a magnetic field at the nucleus, so it is odd under time reversal. The unit matrix is even and cannot appear. Hence N_j = Σ_i A_ij S_i, with nine real numbers A_ij. Both N and S are axial vectors, so A must be unchanged by every operation of the group. The twofold rotation about z reverses the x and y components and so removes A_xz, A_zx, A_yz, A_zy. The fourfold rotation requires A_xx = A_yy and A_xy = −A_yx. The twofold rotation about x reverses y and keeps x, which removes A_xy. Two numbers are left, A∥ = A_zz and A⊥ = A_xx = A_yy, and the same argument leaves g∥ and g⊥.

The magnetic energy of a Bohr magneton and a nuclear moment g_N μ_N at distance r is of order (μ0/4π) μ_B g_N μ_N / r³. Averaged over the d radial function this is the only hyperfine energy scale of the d shell, and it is called P. So A∥/P and A⊥/P are pure numbers. They can depend on the spin–orbit constant ζ only through ratios ζ/Δ, where Δ is the energy needed to move the hole to another d orbital.

To first order in ζ, the only excited states that matter are those reached from x²−y² by one action of the orbital angular momentum l. Under a 90° rotation about z, x²−y² and xy both change sign, z² does not, and xz and yz turn into each other. The operator l_z commutes with this rotation, so it can connect x²−y² only to itself or to xy, and the diagonal element vanishes (entry 3). The operators l_x and l_y change sign under a 180° rotation about z, so they connect x²−y² only to xz and yz. The z² state is not reached. An s orbital cannot mix into the ground orbital either, since s is even under the 90° rotation, so any spin density at the nucleus is indirect and enters as an isotropic constant −κ. The most general first-order form is therefore

A∥/P = −κ + a∥ + b∥ ζ/Δ_xy + c∥ ζ/Δ_xz

A⊥/P = −κ + a⊥ + b⊥ ζ/Δ_xy + c⊥ ζ/Δ_xz

with Δ_yz = Δ_xz by symmetry. The six coefficients are angular integrals. The entries below show that a⊥ = −a∥/2 and b⊥ = 0 and give the other four.

**2. The operator and the scale P**

Angular momenta l, s, I are in units of ħ. The electron has charge −e, μ_B = eħ/2m, and g_e = 2.00232 is taken positive. The nuclear moment μ = g_N μ_N I at the origin has the vector potential

a(r) = (μ0/4π) μ × r / r³.

The electron Hamiltonian is (p + e a)²/2m + g_e μ_B s·b with b = ∇ × a. Since ∇·a = 0, p and a commute in the scalar product, and the term linear in μ from the kinetic energy is (e/m) a·p. The triple product (μ × r)·p equals μ·(r × p) = ħ μ·l, and eħ/m = 2μ_B, so

H_orb = (μ0/4π) 2μ_B g_N μ_N l·I / r³.

For the field away from the origin, put f = r⁻³ and n = r/r, and use ∇ × (μ × v) = μ(∇·v) − (μ·∇)v for constant μ and v = r f. The divergence is 3f + r f′ = 0. The second term is (μ·∇)(r f) = μ f + r (μ·n) f′ = μ/r³ − 3n(μ·n)/r³. Hence

b = (μ0/4π) [3n(n·μ) − μ] / r³ for r > 0.

This expression has zero angular average. The true integral of b over a ball of radius R is the surface integral of n × a,

∫ b dV = (μ0/4π) ∫ dΩ n × (μ × n) = (μ0/4π) ∫ dΩ [μ − n(n·μ)] = (μ0/4π)(4π − 4π/3) μ,

because the solid-angle average of n_i n_j is δ_ij/3. The result is independent of R, so b contains a term (μ0/4π)(8π/3) μ δ(r). With

T_ij = 3 n_i n_j − δ_ij,

the one-electron hyperfine operator is

h = (μ0/4π) μ_B g_N μ_N Σ_j [ 2 l_j/r³ + g_e Σ_i T_ij s_i / r³ + g_e (8π/3) δ(r) s_j ] I_j.

Two assumptions enter here. First, g_e is set to 2 in the spin terms of this operator. That changes them by about one part in a thousand, and it is not done in the Zeeman term, where Δg = g − g_e is measured from the true g_e. Second, all five d orbitals share one radial function, so every matrix element of r⁻³ times an angular operator factorises into ⟨r⁻³⟩ times an angular integral. Define

P = (μ0/4π) 2μ_B g_N μ_N ⟨r⁻³⟩.

The d orbitals vanish at the nucleus, so the δ term gives nothing within the d shell. The unpaired d spin does, however, act by exchange differently on the up-spin and down-spin s electrons of the core, and a net spin density ρ_s(0) = ρ↑(0) − ρ↓(0) appears at the nucleus. In the state M_S = +1/2 the expectation of Σ δ(r_i) s_zi is ρ_s(0)/2 = ρ_s(0) M_S. The contact energy is then (P/⟨r⁻³⟩)(8π/3) ρ_s(0) S·I, which is written −κ P S·I with

κ = −(8π/3) ρ_s(0) / ⟨r⁻³⟩.

κ is positive when the density at the nucleus is opposite to the d spin. It is treated as one empirical number, the same for every d state. The working operator is

h = P Σ_j [ l_j − κ s_j + Σ_i T_ij s_i ] I_j.

Check on a limit: T_xx + T_yy + T_zz = 3 − 3 = 0, so the dipolar part is traceless in any orbital. This gives a∥ + 2a⊥ = 0, the first relation promised in entry 1.

**3. Simplest case: one electron in x²−y², no spin–orbit coupling**

All angular integrals follow from one formula for averages over the unit sphere (x, y, z now stand for the components of n). Average x^(2a) y^(2b) z^(2c) over a three-dimensional Gaussian of unit variance in two ways. In Cartesian form it is the product of one-dimensional moments, (2a−1)!!(2b−1)!!(2c−1)!!. In polar form it is ⟨r^(2N)⟩ times the angular average, with N = a + b + c and ⟨r^(2N)⟩ = 3·5···(2N+1) = (2N+1)!!. So

⟨x^(2a) y^(2b) z^(2c)⟩ = (2a−1)!!(2b−1)!!(2c−1)!! / (2N+1)!!.

The cases needed are ⟨x⁴⟩ = 3/15, ⟨x²y²⟩ = 1/15, ⟨x⁶⟩ = 15/105, ⟨x⁴y²⟩ = 3/105, ⟨x²y²z²⟩ = 1/105. Any odd power averages to zero.

The four orbitals are taken real, with the phases

|0⟩ = √15 (x²−y²)/2, |xy⟩ = √15 xy, |xz⟩ = √15 xz, |yz⟩ = √15 yz.

They are normalised to the sphere average: 15⟨x²y²⟩ = 1, and 15⟨(x²−y²)²⟩/4 = 15(3 − 2 + 3)/(15·4) = 1.

The orbital term vanishes. The operator l = −i r × ∇ is Hermitian, so ⟨0|l_j|0⟩ is real. It is i times a real operator and |0⟩ is real, so the same element is imaginary. It is therefore zero, which is the quenching of the orbital moment. More generally every element of l between real orbitals is imaginary and every element of T is real.

The dipolar elements are

⟨0|T_zz|0⟩ = 3·(15/4)⟨z²(x⁴ − 2x²y² + y⁴)⟩ − 1 = (45/4)(3 − 2 + 3)/105 − 1 = 3/7 − 1 = −4/7,

⟨0|T_xx|0⟩ = (45/4)⟨x⁶ − 2x⁴y² + x²y⁴⟩ − 1 = (45/4)(15 − 6 + 3)/105 − 1 = 9/7 − 1 = +2/7.

T_yy gives 2/7 by exchange of x and y, and the off-diagonal elements contain odd powers and vanish. At zeroth order, then, g = g_e and

A∥ = P(−κ − 4/7), A⊥ = P(−κ + 2/7).

Checks. The trace −4/7 + 2/7 + 2/7 is zero. A spin density squeezed entirely into the xy plane would have z = 0, so T_zz = −1 and, with fourfold symmetry, T_xx = 1/2. The values −4/7 and 2/7 have these signs and are smaller, as an orbital with finite thickness requires.

**4. From nine electrons to one hole**

The ion has nine d electrons, and it has to be shown which signs of entry 3 survive. Let |F⟩ be the full d¹⁰ determinant, c_a the annihilator of spin-orbital a, and H₁ = Σ_pq h_pq c_p† c_q any one-electron operator. The ten states c_a|F⟩ span d⁹. They form the single term ²D, so with a common radial function the electron repulsion, being invariant under rotations of orbit and spin, adds the same constant to all ten and is dropped. Anticommute c_a to the left:

c_p† c_q c_a = −c_p† c_a c_q = −(δ_pa − c_a c_p†) c_q = −δ_pa c_q + c_a c_p† c_q.

On the full shell c_p† c_q|F⟩ = δ_pq|F⟩, because for p ≠ q orbital p is already filled. Summing with h_pq,

H₁ c_a|F⟩ = (tr h) c_a|F⟩ − Σ_q h_aq c_q|F⟩,

so the element between c_b|F⟩ on the left and c_a|F⟩ on the right is δ_ab tr h − h_ab, the negative transpose of the one-electron matrix plus a constant.

The transpose is removed by labelling the states with time-reversed orbitals. Let Θ be the one-electron time-reversal operator, which is antiunitary, ⟨Θu|Θv⟩ = ⟨v|u⟩. Define the hole state |ã⟩ as the full shell with the electron removed from Θa. Let hΘ = εΘh, with ε = +1 for a time-even and ε = −1 for a time-odd operator. Then

⟨Θa|h|Θb⟩ = ε⟨Θa|Θ(hb)⟩ = ε⟨hb|a⟩ = ε⟨b|h|a⟩,

the last step by hermiticity of h, and

⟨b̃|H₁|ã⟩ = δ_ab tr h − ε⟨b|h|a⟩.

The rule is that time-odd operators have the same matrix for the hole as for an electron, and time-even operators have the opposite one. Θ leaves a real orbital unchanged and flips the spin, so the label says that removing a down-spin electron from x²−y² makes an up-spin hole in x²−y². The operators l and s are odd. T_ij depends on position only and is even, so T_ij s_i is odd. All three are traceless over the shell. The Zeeman and hyperfine operators therefore carry over unchanged. The product l·s is even and traceless, so ζ l·s becomes λ l·S with

λ = −ζ, ζ > 0.

The ligand-field operator is even, so the hole energies are the orbital energies reversed: with x²−y² the highest orbital, the hole in it is the ground state, and Δ_n = ε(x²−y²) − ε(n) > 0.

Check on a limit: when both spins share the same spatial orbitals, a full shell has no spin density, so the spin density of nine electrons must have the shape of the one orbital that is singly filled. The dipolar numbers −4/7 and 2/7 must then be those of one electron in x²−y², and the rule gives that. The program builds the nine-electron determinant matrices explicitly and asserts the sign rule for s, l, T·s and l·s.

**5. Spin–orbit coupling switched on: the g shifts**

Act with l on |0⟩, dropping the common √15:

l_z (x²−y²)/2 = −i(x∂_y − y∂_x)(x²−y²)/2 = −i(−xy − xy) = 2i xy

l_x (x²−y²)/2 = −i(y∂_z − z∂_y)(x²−y²)/2 = −i(0 + yz) = −i yz

l_y (x²−y²)/2 = −i(z∂_x − x∂_z)(x²−y²)/2 = −i xz.

Each component gives exactly one orbital, and z² does not occur. Taking complex conjugates and writing ⟨0|l_k|n⟩ = i a_kn,

⟨0|l_z|xy⟩ = −2i, ⟨0|l_y|xz⟩ = +i, ⟨0|l_x|yz⟩ = +i,

so a = −2 for (z, xy), a = +1 for (y, xz), a = +1 for (x, yz), and all others are zero.

Because ⟨0|l|0⟩ = 0, the spin–orbit operator has no elements inside the unperturbed doublet |0,σ⟩, σ = ↑, ↓. The first-order states are

|σ′⟩ = |0,σ⟩ − Σ_n Σ_τ |n,τ⟩ ⟨n,τ|λ l·S|0,σ⟩ / Δ_n.

They stay orthonormal up to order (ζ/Δ)², and they stay degenerate by Kramers' theorem. The label σ defines the effective spin. For any weak perturbation V (Zeeman or hyperfine), the 2×2 matrix ⟨σ′|V|τ′⟩, kept to first order in λ and read as an operator on the spin, is

V_eff = ⟨0|V|0⟩ − Σ_n (1/Δ_n) [ ⟨0|λ l·S|n⟩⟨n|V|0⟩ + ⟨0|V|n⟩⟨n|λ l·S|0⟩ ].

The brackets are orbital integrals. The spin operators remain and their order must be kept, since the sum over the intermediate spin τ is a matrix product. Terms of second order in V itself (in B², B·I, I²) are not part of g or A and are left out.

For the Zeeman operator V = μ_B B·(l + g_e S). The part g_e S is the unit operator on the orbitals, so ⟨n|g_e S|0⟩ = 0 and it contributes only ⟨0|V|0⟩ = g_e μ_B B·S. The part l contributes only the cross term,

−λ μ_B Σ_n (1/Δ_n) Σ_kj [ ⟨0|l_k|n⟩⟨n|l_j|0⟩ + ⟨0|l_j|n⟩⟨n|l_k|0⟩ ] S_k B_j.

Here ⟨0|l_k|n⟩⟨n|l_j|0⟩ = (i a_kn)(−i a_jn) = a_kn a_jn, and the second product is the same. Each n has one nonzero a, so only k = j survives, and Δg_kk = −2λ Σ_n a_kn²/Δ_n. With λ = −ζ,

Δg∥ = 8ζ/Δ_xy, Δg⊥ = 2ζ/Δ_xz.

Checks. Both shifts vanish as Δ → ∞, returning entry 3. They are positive: for a shell more than half full the spin–orbit energy −ζ l·S is lowest with l parallel to S, so the induced orbital moment adds to the spin moment. For equal gaps the ratio Δg∥/Δg⊥ is 4, the square of the ratio of the l elements.

**6. The orbital hyperfine term**

Put V = P l·I. This is the orbital Zeeman operator μ_B B·l with μ_B B replaced by P I, and I commutes with all electronic operators. The sum is the one just done, so

A(orbital)∥ = P Δg∥, A(orbital)⊥ = P Δg⊥.

The orbital current that spin–orbit coupling restores is seen by the external field as Δg and by the nucleus as PΔg. The equality needs the same l matrix elements in both places. It holds for pure d orbitals with one radial function, and it is the step that covalency damages (entry 10). The contact operator −κP S·I is the unit operator on the orbitals, like g_e S, and has no first-order cross term.

**7. The spin-dipolar cross term**

Put V = P Σ_ij T_ij S_i I_j and write t = ⟨n|T_ij|0⟩, real, so that ⟨0|T_ij|n⟩ = t too. The cross term is

−λP Σ_n (1/Δ_n) Σ_kij [ (i a_kn) t S_k S_i + t (−i a_kn) S_i S_k ] I_j = −λP Σ_n (1/Δ_n) Σ_kij i a_kn t [S_k, S_i] I_j.

The relative minus sign comes from one factor being imaginary and the other real. It turns the product of two spin operators into a commutator, which is linear in S as time reversal demands. With [S_k, S_i] = i Σ_m ε_kim S_m and i·i = −1,

V_cross = +λP Σ_n (1/Δ_n) Σ_kijm a_kn ⟨n|T_ij|0⟩ ε_kim S_m I_j.

For n ≠ 0 the δ_ij in T drops out by orthogonality, and ⟨n|T_ij|0⟩ = 3⟨n|n_i n_j|0⟩ needs an integrand even in each of x, y, z.

For n = xy the product xy(x²−y²) is odd in x and y, so ij must be xy or yx, and the integral is proportional to ⟨x²y²(x²−y²)⟩ = (3 − 3)/105 = 0. The xy state gives no dipolar cross term. It acts only through l_z and so only on A∥, which is b⊥ = 0, the second relation of entry 1.

For n = xz, ij must be xz or zx, and for n = yz it must be yz or zy:

⟨xz|T_xz|0⟩ = 3·(15/2)⟨x⁴z² − x²y²z²⟩ = (45/2)(3 − 1)/105 = +3/7

⟨yz|T_yz|0⟩ = 3·(15/2)⟨x²y²z² − y⁴z²⟩ = (45/2)(1 − 3)/105 = −3/7.

A second route confirms the first of these. Within l = 2, T_ij and 6δ_ij − (3/2)(l_i l_j + l_j l_i) are both symmetric traceless rank-2 tensors (the trace of the second is 18 − 3·6 = 0), so by the Wigner–Eckart theorem they are proportional. From l_z xy = −i(x² − y²) it follows that l_z²|0⟩ = (2i)(−2i)|0⟩ = 4|0⟩. The zz element of the second tensor is 6 − 12 = −6, and the constant is (−4/7)/(−6) = 2/21. Now l_x xy = −i(0 − xz) = i xz gives l_x l_z|0⟩ = 2i·i|xz⟩ = −2|xz⟩, and l_z yz = −i xz gives l_z l_x|0⟩ = (−i)(−i)|xz⟩ = −|xz⟩. The sum is −3, and (2/21)(−3/2)(−3) = 3/7. The program asserts the proportionality for all nine ij against quadrature on the sphere.

There are four terms, each with a = +1 and Δ = Δ_xz:

n = xz, k = y, i = x, j = z: ε_yxz = −1, m = z, giving λP(+3/7)(−1)/Δ_xz S_z I_z

n = yz, k = x, i = y, j = z: ε_xyz = +1, m = z, giving λP(−3/7)(+1)/Δ_xz S_z I_z

n = xz, k = y, i = z, j = x: ε_yzx = +1, m = x, giving λP(+3/7)(+1)/Δ_xz S_x I_x

n = yz, k = x, i = z, j = y: ε_xzy = −1, m = y, giving λP(−3/7)(−1)/Δ_xz S_y I_y.

The first two add to −(6/7)λP/Δ_xz S_z I_z. The last two are equal, as tetragonal symmetry requires, at +(3/7)λP/Δ_xz. From entry 5, λ/Δ_xz = −ζ/Δ_xz = −Δg⊥/2, so

A(cross)∥ = +(3/7) P Δg⊥, A(cross)⊥ = −(3/14) P Δg⊥.

Physically, spin–orbit coupling mixes |xz,↓⟩ and |yz,↓⟩ into |0,↑⟩. The interference gives the local spin density a transverse component in the regions where the orbitals overlap off the plane, and the off-diagonal T_xz and T_yz convert that tilted spin into a field along z at the nucleus.

Check: the cross term must be traceless, because setting m = j and summing gives Σ_ij ε_kij T_ij, the contraction of an antisymmetric with a symmetric array, which is zero. Indeed 3/7 − 2·(3/14) = 0.

**8. The ionic result and its test by diagonalisation**

Adding entries 3, 6 and 7, with 1 − 3/14 = 11/14,

A∥ = P(−κ − 4/7 + Δg∥ + 3Δg⊥/7)

A⊥ = P(−κ + 2/7 + 11Δg⊥/14).

In the notation of entry 1, a∥ = −4/7, b∥ = 8, c∥ = 6/7, a⊥ = 2/7, b⊥ = 0, c⊥ = 11/7. The isotropic average is

A_iso = (A∥ + 2A⊥)/3 = P[−κ + (Δg∥ + 2Δg⊥)/3],

since both dipolar pieces are traceless. A_iso is thus not a pure contact quantity, because it contains the averaged orbital term.

These formulas are first order in ζ/Δ. The numerical check with its output, checks them without perturbation theory. It builds l and T by quadrature, forms the 10×10 matrices over nine-electron determinants with +ζ l·s for electrons, diagonalises, projects the two unperturbed states on the lowest doublet, orthonormalises them symmetrically, and reads g and A from the Pauli components. For three sets of gaps and κ values, chosen so that Δ_xy, Δ_xz and Δ_z² vary independently, it asserts that the residuals of both Δg formulas and both A formulas at ζ = 2 cm⁻¹ lie below 50(ζ/Δ_min)², with Δ_min the smallest gap, and fall by more than a factor 3.8 when ζ is halved. A wrong first-order coefficient would leave a residual linear in ζ, falling only by a factor 2.

At a realistic coupling the neglected terms are visible. Take round model values ζ = 800, Δ_xy = 15000, Δ_xz = 17000, Δ_z² = 13000 cm⁻¹ and κ = 0.30. First order gives Δg∥ = 6400/15000 = 0.4267 and Δg⊥ = 1600/17000 = 0.0941. Diagonalisation gives 0.4076 and 0.0826. The first-order values are too high by 0.019 and 0.0115, that is by about 5 and 14 percent of the exact values. One second-order contribution to g⊥ can be written down. The xy admixture has amplitude ±iζ/Δ_xy with opposite sign for the two spins, because it comes from l_z S_z. The orbital overlap of the two partners is then (1 − u²)/(1 + u²) ≈ 1 − 2u² with u = ζ/Δ_xy, and it multiplies the matrix element of S_x. This lowers g⊥ by 2g_e u² ≈ 4(800/15000)² ≈ 0.011. The other second-order terms add up to less than 10⁻⁵ for these values, so this one accounts for nearly all of the discrepancy of 0.0115.

The A formulas, fed with the exact Δg as they would be with measured ones, give A∥/P = −0.30 − 0.5714 + 0.4076 + 0.0354 = −0.428 and A⊥/P = −0.30 + 0.2857 + 0.0649 = 0.0506. The exact values are −0.4220 and 0.0608. The errors are about 0.006 P and 0.010 P. The first is under 2 percent of the exact A∥, while the second is about 17 percent of the exact A⊥, which is small because −κ and 2/7 nearly cancel in this model.

The expansion fails when a gap reached by l is not large compared with ζ. It also fails when the hole is not in a pure x²−y² orbital: in lower symmetry z², and with it a metal s orbital, can mix into the ground state, and a mixture with z² changes both ⟨T⟩ and the l elements.

For a purely ionic x²−y² hole, g and A are now known to first order in ζ/Δ, and diagonalisation has confirmed the formulas and shown the size of the neglected terms. What remains is to let the orbitals mix with the ligands, to find what measured g and A then say about the metal weight of the hole, and to fix the scale P for Cu²⁺.

All numerical values are calculated from the stated model.
